# Valley repopulation and the piezoresistance of nondegenerate n-type silicon

## A case that can be seen at once

The conduction electrons of silicon sit in six valleys, two on each cube axis. Call them the $x$, $y$ and $z$ pairs. An electron is heavy along the axis of its valley and light across it. Suppose for a moment that the heavy mass is infinite. Then an $x$-valley electron carries no current along $x$, and the current along $x$ comes from the $y$ and $z$ pairs alone.

Without stress each pair holds one third of the electrons. Let stress along $x$ move a fraction $2\epsilon$ of all electrons out of the $x$ pair, half to $y$ and half to $z$. The fractions become $\tfrac13-2\epsilon$, $\tfrac13+\epsilon$, $\tfrac13+\epsilon$. The conductivity along each axis is proportional to the fraction that can move along it:

$$\sigma_{xx}\propto 1-\left(\tfrac13-2\epsilon\right)=\tfrac23+2\epsilon,\qquad \sigma_{yy}\propto 1-\left(\tfrac13+\epsilon\right)=\tfrac23-\epsilon .$$

The change along the stress is minus twice the change across it. A finite heavy mass reduces both changes by one common factor, as shown below.

## Assumptions and theorem

The algebra uses atomic units ($\hbar=e=m_e=1$). A uniaxial stress $X$, positive in tension, acts along $[100]$, the $x$ axis. The assumptions are:

1. The valleys are parabolic, with masses $m_l$ along and $m_t$ across the valley axis, unchanged by stress.
2. The electrons are nondegenerate and the valleys are in equilibrium with one another. The total density $n$ is fixed.
3. One scattering time $\tau$ serves all valleys, directions, energies and stresses.
4. Strain is linear in stress, and the valley edges shift linearly with strain.

Let $S_{11},S_{12}$ be the elastic compliances, $\Xi_u$ the uniaxial deformation potential, and

$$L=\frac{m_l}{m_t},\qquad c=\frac{L-1}{2L+1},\qquad u=\frac{\Xi_u(S_{11}-S_{12})X}{k_BT}.$$

The coefficients $\pi_{11}$ and $\pi_{12}$ are the relative changes of resistivity per unit stress, along and across the stress, in the limit $X\to0$.

**Theorem.** Under these assumptions

$$\boxed{\pi_{11}=-\frac23\,\frac{L-1}{2L+1}\,\frac{\Xi_u(S_{11}-S_{12})}{k_BT},\qquad \pi_{12}=-\tfrac12\,\pi_{11}.}$$

## Lemma 1: the valley splitting

*The $x$ pair rises relative to the $y$ and $z$ pairs by $u\,k_BT$.*

**Proof.** The stress produces no shear on the cube axes, and $e_{yy}=e_{zz}$ by symmetry. Hooke's law with stiffnesses $C_{11},C_{12}$ reads

$$X=C_{11}e_{xx}+2C_{12}e_{yy},\qquad 0=C_{12}e_{xx}+(C_{11}+C_{12})e_{yy}.$$

Subtracting the second equation from the first gives $X=(C_{11}-C_{12})(e_{xx}-e_{yy})$. Since $e_{xx}=S_{11}X$ and $e_{yy}=S_{12}X$ define the compliances,

$$S_{11}-S_{12}=\frac1{C_{11}-C_{12}}.$$

The edge of the valley pair on axis $i$ shifts by

$$\delta E_i=\Xi_d(e_{xx}+e_{yy}+e_{zz})+\Xi_u e_{ii}.$$

The first term is common to all valleys. The difference is therefore $\delta E_x-\delta E_y=\Xi_u(e_{xx}-e_{yy})=\Xi_u(S_{11}-S_{12})X=u\,k_BT$. ∎

For $\Xi_u>0$, tension raises the $x$ pair and compression lowers it.

## Lemma 2: the populations

*The fraction of electrons in the $x$ pair is*

$$f_x=\frac1{1+2e^u}=\frac13-\frac{2u}9+\frac{u^2}{27}+O(u^3),\qquad f_y=f_z=\frac{1-f_x}2.$$

**Proof.** In the nondegenerate limit the occupation of a state is $\exp[(\mu-E)/k_BT]$. Summed over a valley, it gives a density proportional to $\exp[(\mu-\delta E_i)/k_BT]$, with the same prefactor for all valleys because their masses are the same. The chemical potential $\mu$ and the common shift cancel from the fractions, so

$$f_x=\frac{e^{-u}}{e^{-u}+1+1}=\frac1{1+2e^u}.$$

To expand, write $1+2e^u=3+2u+u^2+\dots=3\left(1+\tfrac{2u}3+\tfrac{u^2}3+\dots\right)$. Then

$$f_x=\frac13\left(1-\frac{2u}3-\frac{u^2}3+\frac{4u^2}9+\dots\right)=\frac13-\frac{2u}9+\frac{u^2}{27}+\dots$$

The $y$ and $z$ pairs have equal energy and share the rest equally. ∎

## Lemma 3: the conductivity of one valley pair

*A pair with density $n_i$ contributes $n_i\tau/m_a$ to the conductivity along cube axis $a$, where $m_a$ is its mass along that axis.*

**Proof.** In a field $\mathbf F$ the electron, of charge $-1$, obeys $\dot{\mathbf k}=-\mathbf F$. The steady Boltzmann equation is $-\mathbf F\cdot\nabla_k f=-(f-f_0)/\tau$, where $f$ here is the occupation of a state and $f_0$ its equilibrium value. To first order in the field,

$$f-f_0=\tau\,\mathbf F\cdot\nabla_kf_0 .$$

This change integrates to zero over the valley, so the field does not alter $n_i$ at this order. With velocity $v_a=k_a/m_a$ and two spin states, the current density from one valley is

$$j_a=-\int\frac{2\,d^3k}{(2\pi)^3}\,v_a\,\tau\sum_bF_b\frac{\partial f_0}{\partial k_b}
=\tau\sum_bF_b\int\frac{2\,d^3k}{(2\pi)^3}\,f_0\,\frac{\partial v_a}{\partial k_b}.$$

The second form follows by integration by parts; the boundary term vanishes because $f_0$ decays at large $k$. Since $\partial v_a/\partial k_b=\delta_{ab}/m_a$, the integral is the valley density divided by $m_a$. Adding the two valleys of the pair gives the lemma. ∎

## Proof of the theorem

Along $x$ the $x$ pair has mass $m_l$ and the other two have mass $m_t$. Along $y$ the $y$ pair is the heavy one. Hence

$$\sigma_{xx}=n\tau\left[\frac{f_x}{m_l}+\frac{1-f_x}{m_t}\right],\qquad
\sigma_{yy}=\sigma_{zz}=n\tau\left[\frac{f_y}{m_l}+\frac{1-f_y}{m_t}\right].$$

At zero stress all fractions are $\tfrac13$, and

$$\sigma_0=\frac{n\tau}3\left(\frac1{m_l}+\frac2{m_t}\right).$$

Define $d=\tfrac13-f_x$, the fraction of electrons that has left the $x$ pair. Then $f_y=\tfrac13+\tfrac d2$, and

$$\sigma_{xx}-\sigma_0=n\tau d\left(\frac1{m_t}-\frac1{m_l}\right),\qquad
\sigma_{yy}-\sigma_0=-\frac{n\tau d}2\left(\frac1{m_t}-\frac1{m_l}\right).$$

Dividing by $\sigma_0$, and multiplying numerator and denominator by $m_l$, gives

$$\frac{\sigma_{xx}}{\sigma_0}=1+\frac{3(L-1)}{2L+1}\,d=1+3cd,\qquad \frac{\sigma_{yy}}{\sigma_0}=1-\tfrac32cd. \tag{1}$$

The conductivity tensor is diagonal, so each resistivity is the reciprocal of the matching conductivity:

$$\frac{\Delta\rho_{xx}}{\rho_0}=-\frac{3cd}{1+3cd},\qquad \frac{\Delta\rho_{yy}}{\rho_0}=\frac{\tfrac32cd}{1-\tfrac32cd}. \tag{2}$$

By Lemma 2, $d=2u/9$ to first order. The two changes become $-\tfrac23cu$ and $+\tfrac13cu$. Division by $X$ gives the theorem. ∎

The sign has a plain reading. Tension raises the $x$ pair, whose electrons are heavy along $x$. They move to valleys where they are light along $x$, and the resistivity along the stress falls. Across the stress, the gain of the $y$ pair puts more heavy electrons on the $y$ axis, and the resistivity there rises. If $L=1$ the valleys conduct isotropically, $c=0$, and repopulation has no effect. For $L\to\infty$, $c\to\tfrac12$, the opening case.

## Remark 1: how low is low stress?

By (1), the ratio of the *conductivity* changes is $-2$ at any stress in this model. The underlying reason is that each electron contributes $\tau(1/m_l+2/m_t)$ to $\sigma_{xx}+\sigma_{yy}+\sigma_{zz}$, whichever valley it occupies. The sum cannot change, so the gain along $x$ equals the loss shared by $y$ and $z$.

The *resistivity* changes have that ratio only in the limit of small stress. From (2),

$$\frac{\Delta\rho_{xx}}{\Delta\rho_{yy}}=-2\,\frac{1-\tfrac32cd}{1+3cd}\simeq-2(1-cu).$$

For the longitudinal change itself, put $3cd=\tfrac23cu(1-\tfrac u6)$ into $-3cd+(3cd)^2$:

$$\frac{\Delta\rho_{xx}}{\rho_0}=\pi_{11}X\left[1-u\left(\frac16+\frac{2c}3\right)+O(u^2)\right]. \tag{3}$$

The theorem thus requires $|u|\ll1$: the splitting must be small compared with $k_BT$.

In the opposite limit of strong tension the $x$ pair empties, $d\to\tfrac13$, and $\sigma_{xx}/\sigma_0\to1+c$. In strong compression all electrons enter the $x$ pair, $d\to-\tfrac23$, and $\sigma_{xx}/\sigma_0\to1-2c=3/(2L+1)$. The response saturates in both directions, but at different levels.

## Remark 2: shear and the [110] direction

For a cubic crystal the linear response on the cube axes is

$$\frac{\Delta\rho_{xx}}{\rho_0}=\pi_{11}X_{xx}+\pi_{12}(X_{yy}+X_{zz}),\qquad \frac{\Delta\rho_{xy}}{\rho_0}=\pi_{44}X_{xy},$$

and likewise for the other axes. A stress $X_{xy}$ produces only the strain $e_{xy}$. All $e_{ii}$ vanish, the valleys stay level, and with fixed masses $\pi_{44}=0$.

Tension $X$ along $[110]$ has $X_{xx}=X_{yy}=X_{xy}=X/2$. The resistivity change along $[110]$ is $\tfrac12(\Delta\rho_{xx}+\Delta\rho_{yy})+\Delta\rho_{xy}$, so the longitudinal coefficient is

$$\tfrac12(\pi_{11}+\pi_{12}+\pi_{44})=\tfrac12\left(\pi_{11}-\tfrac12\pi_{11}\right)=\tfrac14\pi_{11}.$$

## Remark 3: what the ratio rests on

Apply equal stress to all three axes. The relative resistivity change per unit stress is $\pi_{11}+2\pi_{12}$. All $e_{ii}$ are then equal and no valley moves relative to another. Therefore, if the resistivity at fixed density depends on stress only through valley energy *differences*, then $\pi_{11}+2\pi_{12}=0$. This argument does not need a constant $\tau$. The ratio is thus sturdier than the magnitude: it survives each of the four changes below, while three of them alter the magnitude.

*Energy-dependent $\tau$.* If $\tau$ is the same function of energy above the valley edge in every valley, each nondegenerate valley has the same average $\tau$. It cancels from $\Delta\rho/\rho_0$, and both coefficients are unchanged.

*Anisotropic $\tau$.* If the time is $\tau_l$ along the valley axis and $\tau_t$ across it, conduction involves $\tau_l/m_l$ and $\tau_t/m_t$. This replaces $L$ by $L\tau_t/\tau_l$ in both coefficients and leaves their ratio at $-2$.

*Degeneracy.* Keep $\tau$ constant. At fixed $n$, the first-order change of a valley's density is proportional to $\partial n_i/\partial\mu$. Both coefficients are multiplied by $k_BT\,\partial\ln n/\partial\mu$, which is 1 in the nondegenerate limit and smaller otherwise.

*Scattering between valley pairs.* Tension lowers the $y$ and $z$ pairs relative to $x$. An $x$ electron then finds more final states there and scatters faster, while a $y$ electron finds fewer in the $x$ pair and scatters more slowly. The changes of $\tau$ therefore act in the same direction as the repopulation and enlarge both coefficients.

## Worked example: a silicon stress sensor

Take rough typical values for lightly doped n-type silicon: $m_l=0.92$, $m_t=0.19$, $\Xi_u=9.0$ eV, $C_{11}=166$ GPa, $C_{12}=64$ GPa, $n=10^{15}\ \mathrm{cm^{-3}}$ and $\tau=0.20$ ps. These give a mobility of about 1360 cm²/Vs and a resistivity of 4.6 Ω cm. The temperature is 300 K, with $k_BT=25.85$ meV, and the tension is 20 MPa.

The elastic factor is $S_{11}-S_{12}=1/(102\ \mathrm{GPa})=9.80\ \mathrm{TPa^{-1}}$. The splitting is

$$9.0\ \mathrm{eV}\times9.80\times10^{-12}\ \mathrm{Pa^{-1}}\times2.0\times10^{7}\ \mathrm{Pa}=1.76\ \mathrm{meV},\qquad u=\frac{1.765}{25.85}=0.068 .$$

The $x$ pair then holds 31.8% of the electrons and each other pair 34.1%. With $L=4.84$, $c=3.84/10.68=0.360$, and

$$\pi_{11}=-\frac23\times0.360\times\frac{9.0\times9.80}{0.02585}\ \mathrm{TPa^{-1}}\approx-818\ \mathrm{TPa^{-1}},\qquad \pi_{12}\approx+409\ \mathrm{TPa^{-1}},$$

or $-131$ and $+65.5$ Å³/eV. A direct integration of the Boltzmann expression over $k$, with the elastic equations solved numerically, gives the same two values. The model's longitudinal $[110]$ coefficient is $-205\ \mathrm{TPa^{-1}}$; it leaves out any change of the masses by shear. The measured $\pi_{44}$ is roughly $-140\ \mathrm{TPa^{-1}}$ and the measured longitudinal $[110]$ coefficient roughly $-310\ \mathrm{TPa^{-1}}$, so in this direction the model is about a third too small.

At 20 MPa the linear law gives $-1.64\%$ along the stress and $+0.82\%$ across it. The full expressions (2) give $-1.59\%$ and $+0.815\%$, a ratio of $-1.95$. The term linear in $u$ in (3) accounts for a reduction of 2.8% relative to the linear longitudinal change. At 1 GPa the model's conductivity ratio is still $-2.00$, but its resistivity ratio is $-1.24$.

The following list gives the sizes of neglected effects, and of a change of temperature, each with the other settings held fixed:

- **Volume.** If the number of electrons is fixed instead of their density, tension dilutes them and adds $S_{11}+2S_{12}=3.4\ \mathrm{TPa^{-1}}$ to both coefficients. The ratio becomes $-1.975$.
- **Shape.** The resistance of a bar measured along the stress has a further term $S_{11}-2S_{12}=11.9\ \mathrm{TPa^{-1}}$ from its length and cross-section, about 1.5% of $|\pi_{11}|$.
- **Degeneracy.** The reduction is about 0.001% at $10^{15}\ \mathrm{cm^{-3}}$, but 11% at $10^{19}\ \mathrm{cm^{-3}}$ for constant $\tau$. Once the electrons are degenerate, the energy dependence of $\tau$ no longer cancels: the reduction at $10^{19}\ \mathrm{cm^{-3}}$ is 15% for $\tau\propto E^{-1/2}$ and 4% for $\tau\propto E^{3/2}$.
- **Ionization.** For a single donor level 45 meV deep, with spin degeneracy two, 99.96% of the donors are ionized without stress. Excited donor states, left out here, lower this figure slightly.
- **Temperature.** At 400 K, $\pi_{11}$ is $-614\ \mathrm{TPa^{-1}}$, by the factor $300/400$.
- **Anisotropic scattering.** A time 20% longer along the valley axis gives $-761\ \mathrm{TPa^{-1}}$; a shorter time raises the magnitude instead. For acoustic scattering the direction depends on $\Xi_d$: a Herring–Vogt average with these constants gives $\tau_l/\tau_t\approx0.64$ and about $-930\ \mathrm{TPa^{-1}}$ for $\Xi_d=+1$ eV, but $\tau_l/\tau_t\approx1.6$ and about $-660\ \mathrm{TPa^{-1}}$ for $\Xi_d=-6$ eV.
- **Intervalley scattering.** A simple model adds transfer between pairs, by phonons of 50 meV, to acoustic scattering. With a relative coupling chosen as 0.5, both coefficients grow by a factor 1.25 and their ratio stays $-2.00$. This illustrates a size; it does not predict silicon's value. The model also omits scattering between the two valleys of one pair, which stress does not change and which dilutes the effect; with one commonly used set of silicon phonon couplings the factor is nearer 1.1.

Measured room-temperature coefficients of lightly doped n-type silicon are roughly $-1000$ and $+500\ \mathrm{TPa^{-1}}$. The model has the right signs and nearly the right ratio, with magnitudes about a fifth too small. One assumption open to doubt is a $\tau$ independent of stress: the intervalley estimate moves the result in the right direction by a comparable amount, but its coupling was chosen, so this remains a plausible cause and not a demonstrated one. Anisotropic scattering can shift the result by a similar amount in either direction, and the input parameters are themselves rough: $\Xi_u=10.5$ eV alone gives $\pi_{11}\approx-955\ \mathrm{TPa^{-1}}$.

The theorem concerns bulk silicon and does not carry over to a MOS channel on a cube face, where confinement splits the valleys before any stress is applied. For Boltzmann populations with starting fractions $f_i$, a small shift gives $\delta f_i=-f_i(\delta E_i-\sum_jf_j\delta E_j)/k_BT$. If confinement puts nearly all electrons into one pair, every $\delta f_i$ tends to zero, and the repopulation part of the piezoresistance disappears with it. At 300 K this limit is only approached. A triangular-well estimate with constant $\tau$ puts about 40% to 90% of the electrons in the lowest pair for normal fields of 0.1 to 1.1 MV/cm, with a repopulation $\pi_{11}$ running from about $-700$ to $-120\ \mathrm{TPa^{-1}}$ and a ratio $\pi_{11}/\pi_{12}$ no longer equal to $-2$. At the higher sheet densities the channel is degenerate and Fermi statistics must replace the Boltzmann formula, and changes of scattering and mass with stress are not covered by this argument.

## Numbers as computed

```
INPUTS (rough typical silicon values)
m_l, m_t = 0.92, 0.19 electron masses
Xi_u = 9.0 eV; Xi_d = 1.0 eV (drops out)
C11, C12, C44 = 166, 64, 80 GPa
temperature = 300 K; kT = 25.85 meV
stress = 20 MPa tension along [100]
density = 1.0e+15 cm^-3; tau = 0.20 ps
RESULTS
S11, S12 = 7.670, -2.134 1/TPa
S11-S12 = 9.804 1/TPa
mass ratio L = 4.842; c = 0.3596
valley splitting = 1.765 meV; u = 0.0683
pair fractions x, y, z = 0.3183, 0.3408, 0.3408
mobility = 1362 cm2/Vs; rho0 = 4.58 ohm cm
pi11 formula = -818.2 1/TPa
pi11 k-space = -818.2 1/TPa
pi12 formula = 409.1 1/TPa
pi12 k-space = 409.1 1/TPa
pi11, pi12 = -131.1, 65.5 A^3/eV
longitudinal [110] = -204.6 1/TPa
linear drho/rho: along -1.636 %, across 0.818 %
full drho/rho: along -1.592 %, across 0.815 %
full resistivity ratio at 20 MPa = -1.952
at 1 GPa: conductivity ratio -2.000, resistivity ratio -1.235
NEGLECTED EFFECTS
second-order reduction, along = 2.77 %
volume term = 3.40 1/TPa; ratio becomes -1.975
bar geometry term = 11.94 1/TPa
effective density of states = 2.74e+19 cm^-3
degeneracy reduction = 0.0013 %
same at 1e+19 cm^-3 = 11.3 %
donor depth 45 meV: ionized 99.96 %
pi11 at 400 K = -613.7 1/TPa
tau along valley axis x 1.2: pi11 = -761.4 1/TPa
intervalley model: phonon 50 meV, coupling 0.5
  pi11 multiplied by 1.249; ratio -2.000
```
